# Box and crossed-box exchange with an infinitely heavy particle

A light Dirac particle of mass $m$ and charge $-e$ scatters from a heavy point Dirac particle of mass $M$ and charge $Ze$ by exchanging two photons. The problem asks what becomes of the two possible diagrams when $M\to\infty$ at fixed external momenta.

Units are $\hbar=c=1$, with $e^2=4\pi\alpha$ and metric $(+,-,-,-)$. Spinors obey $\bar u u=2m$ and $\bar U U=2M$. The photon propagator is taken in Feynman gauge, $g_{\mu\nu}D(k)$ with $D(k)=-i/(k^2-\lambda^2+i\epsilon)$. The small photon mass $\lambda$ regulates the infrared region and is held fixed while $M\to\infty$.

Choose the frame in which the heavy particle goes from $\mathbf q/2$ to $-\mathbf q/2$. Its energy $E_P=\sqrt{M^2+\mathbf q^2/4}$ is then unchanged. The light particle goes from $(E,\mathbf p)$ to $(E,\mathbf p+\mathbf q)$, with $|\mathbf p+\mathbf q|=|\mathbf p|$.

## (a) The two amplitudes

**Write the box and crossed-box amplitudes, and find the denominators of their heavy propagators.**

**Solution.** Let the first photon absorbed along the light line carry $k=(\omega,\mathbf k)$. The second carries $q-k=(-\omega,\mathbf q-\mathbf k)$. The vertices are $+ie\gamma^\mu$ on the light line and $-iZe\gamma^\mu$ on the heavy line. With $S_m(p)=i(\not p+m)/(p^2-m^2+i\epsilon)$,

$$i\mathcal M=\int\!\frac{d^4k}{(2\pi)^4}\,\bar u'(ie\gamma^\mu)S_m(p+k)(ie\gamma^\nu)u\;D(k)D(q-k)\,h_{\mu\nu},$$

$$h_{\mu\nu}=(-iZe)^2\,\bar U'\big[\gamma_\mu S_M(P-k)\gamma_\nu+\gamma_\nu S_M(P-q+k)\gamma_\mu\big]U .$$

In the first term, the box, the heavy particle emits $k$ first. In the second, the crossed box, it emits $q-k$ first. The order along the light line labels the photons, so these are two distinct diagrams, each with weight one. They differ in the heavy line alone.

The intermediate heavy momenta are $(E_P\mp\omega,\ \pm(\mathbf q/2-\mathbf k))$, with the upper sign for the box. Since $E_P^2-M^2=\mathbf q^2/4$, the denominators are

$$(E_P\mp\omega)^2-(\mathbf k-\mathbf q/2)^2-M^2=\omega^2\mp2E_P\,\omega-\Delta,\qquad \Delta=\mathbf k^2-\mathbf k\cdot\mathbf q,$$

each with $+i\epsilon$ added.

## (b) The heavy line at large mass

**Find the limit of each heavy propagator and of the heavy vertices. State what justifies taking the limit under the integral.**

**Solution.** At fixed $k$ the numerator tends to $M(1+\gamma^0)$ and the denominator to $\mp2M\omega+i\epsilon$. Division by the positive number $2M$ keeps the sign of the infinitesimal term:

$$S_M\to\frac{i\Lambda}{\mp\omega+i\epsilon},\qquad \Lambda=\frac{1+\gamma^0}{2}.$$

The external heavy spinors reduce to their upper components, so $\Lambda U=U$ and $\bar U'\Lambda=\bar U'$. Each vertex therefore stands between two projectors. Because $\gamma^i$ anticommutes with $\gamma^0$,

$$\Lambda\gamma^i\Lambda=\gamma^i\,\frac{1-\gamma^0}{2}\,\frac{1+\gamma^0}{2}=0,\qquad \Lambda\gamma^0\Lambda=\Lambda .$$

Only $\mu=\nu=0$ remains, and $\bar U'\gamma^0\Lambda\gamma^0U\to2M$ for unchanged heavy spin, zero for flipped spin. The heavy particle has become a spinless source of charge.

Two regions of the loop momentum need care.

- **Small $\omega$.** When $\omega$ is comparable with $\Delta/2M$, the recoil term $\Delta$ cannot be dropped from the denominator. It moves the box pole to $\omega\simeq-\Delta/2M+i\epsilon$ and the crossed pole to $\omega\simeq+\Delta/2M-i\epsilon$. The contour still passes below the first and above the second. Unless the light intermediate state is on its energy shell, it can be bent away from the origin on those sides, where the limit is smooth. Part (d) treats the exception.
- **Large $k$.** When $\omega$ or $|\mathbf k|$ is of order $M$, the approximation fails. There the light propagator scales as $1/M$, the two photon propagators together as $1/M^4$, the heavy line after division by $2M$ as $1/M$, and the volume $d^4k$ as $M^4$. This region therefore contributes at most of order $1/M^2$ to each diagram and vanishes in the limit.

## (c) The sum of the two orderings

**Add the two heavy factors. What does each give alone?**

**Solution.** The common denominator is $(-\omega+i\epsilon)(\omega+i\epsilon)=-(\omega^2+\epsilon^2)$, and the numerators add to $2i\epsilon$. Hence

$$\frac{i}{-\omega+i\epsilon}+\frac{i}{\omega+i\epsilon}=\frac{i\,(2i\epsilon)}{-(\omega^2+\epsilon^2)}=\frac{2\epsilon}{\omega^2+\epsilon^2}\;\longrightarrow\;2\pi\,\delta(\omega).$$

The last step holds because this Lorentzian has area $2\pi$ and its width goes to zero. Separately,

$$\frac{i}{\mp\omega+i\epsilon}=\frac{\epsilon\mp i\omega}{\omega^2+\epsilon^2}\;\longrightarrow\;\pi\delta(\omega)\mp i\,\mathrm P\frac1\omega .$$

Each ordering supplies half of the delta function, and the principal values cancel. For the test function $F=e^{-(\omega-0.5)^2}$, integrated with $d\omega/2\pi$ at $\epsilon=10^{-5}$, the box gives $0.38940-0.23946i$ and the crossed box its complex conjugate. The sum is $0.77879$, against $F(0)=0.77880$; the small difference is of order $\epsilon$.

Physically, an infinitely heavy particle can absorb any momentum at no cost in energy. Once both orderings are summed, it exchanges no energy at either vertex.

The delta function is a statement about integrals, and the rest of the integrand must be smooth at $\omega=0$. The photon poles lie at $\omega=\pm\sqrt{\mathbf k^2+\lambda^2}$ and $\omega=\pm\sqrt{(\mathbf q-\mathbf k)^2+\lambda^2}$, so a nonzero $\lambda$ keeps them away from the origin for every $\mathbf k$. Here $\lambda$ is held fixed as $M\to\infty$. The light propagator is the remaining concern.

## (d) A light intermediate state on its energy shell

**Let $E_k=\sqrt{m^2+(\mathbf p+\mathbf k)^2}$. When $E_k=E$, a pole of the light propagator reaches $\omega=0$. Does the delta function still apply?**

**Solution.** The dangerous factor is $1/(\omega+d+i\eta)$, with $d=E-E_k$ and $\eta\to0^+$. Keep both widths finite. The light pole lies in the lower half plane, so close the contour in the upper one, where the only pole is that of the Lorentzian at $\omega=i\epsilon$:

$$\int\!\frac{d\omega}{2\pi}\,\frac{2\epsilon}{(\omega-i\epsilon)(\omega+i\epsilon)}\,\frac{1}{\omega+d+i\eta}=i\,\frac{2\epsilon}{2i\epsilon}\,\frac{1}{d+i\eta+i\epsilon}=\frac{1}{d+i(\eta+\epsilon)} .$$

The two widths add with the same sign. At finite $M$ the heavy pole of the box lies at $\omega\simeq-\Delta/2M$, which also changes $d$ to $d-\Delta/2M$. Close to the energy shell this shift matters at fixed $\mathbf k$. For $\mathbf p\ne0$, however, the $\mathbf k$ integration can be passed around the shell on the side set by $+i\eta$, and there the effect of the shift vanishes as $1/M$. The case $\mathbf p=0$ is treated in part (g). The delta function may therefore be used inside the $\mathbf k$ integral, provided the light propagator keeps its $+i\eta$ until that integration is done. This is the outgoing-wave prescription of potential scattering.

## (e) The external field

**Collect all factors and identify the result.**

**Solution.** At $\omega=0$ each photon factor is $D=-i/[-(\mathbf k^2+\lambda^2)]=i/(\mathbf k^2+\lambda^2)$, so the product of two carries $i^2=-1$. The heavy charges give $(-iZe)^2=-Z^2e^2$. The two minus signs cancel, leaving

$$A^0(\mathbf k)\,A^0(\mathbf q-\mathbf k),\qquad A^0(\mathbf k)=\frac{Ze}{\mathbf k^2+\lambda^2}.$$

This $A^0$ is the Fourier transform of the static potential $Ze\,e^{-\lambda r}/4\pi r$. The delta function turns $d^4k/(2\pi)^4$ into $d^3k/(2\pi)^3$. Dividing by the heavy normalization $2M$,

$$\boxed{\frac{i\mathcal M}{2M}\to\int\!\frac{d^3k}{(2\pi)^3}\,\bar u'(ie\gamma^0)A^0(\mathbf q-\mathbf k)\,S_m(E,\mathbf p+\mathbf k)\,(ie\gamma^0)A^0(\mathbf k)\,u}$$

This is the second Born term of the Dirac equation in the potential $A^0$. Two quantum diagrams have become one external-field diagram. There is no factor $1/2$, because both heavy orderings were needed to build one full delta function.

The limit was tested with the full spinor diagrams at $\mathbf p=(-0.3,0.4,0)$, $\mathbf q=(0.6,0,0)$, $\mathbf k=(0.5,0.9,0.7)$ in units of $m$, with $\lambda=0.1m$. The error relative to the static integrand is $1.2\times10^{-2}$, $1.2\times10^{-3}$ and $1.2\times10^{-4}$ for $M/m=100$, $1000$ and $10000$. It falls as $1/M$.

## (f) What each diagram carries

**Replace the photon propagators by instantaneous ones, independent of $\omega$. Which light intermediate states come from which diagram? What changes with retarded photons?**

**Solution.** Split the light propagator into positive- and negative-energy parts. Their $\omega$ dependence is

$$\frac{1}{\omega-a+i\epsilon},\quad a=E_k-E,\qquad\text{and}\qquad \frac{1}{\omega+b-i\epsilon},\quad b=E_k+E .$$

Take $a>0$. The heavy pole of the box is in the upper half plane, that of the crossed box in the lower. The integrands fall as $1/\omega^2$, so the contour may be closed on either side.

- **Positive energy.** The light pole is in the lower half plane. In the crossed box both poles are there, and closing above gives zero. In the box, closing below gives $-i\cdot i/(-a)=-1/a$, the whole static value.
- **Negative energy.** The light pole is in the upper half plane. The box now vanishes, and the crossed box gives $-i\cdot i/b=1/b$, again the whole static value.

For instantaneous exchange and positive-energy light states, the box alone therefore suffices.

Retarded photons have poles in both half planes, which spoils this division. To estimate the effect, take $\mathbf p=\mathbf q=0$ and $\lambda\ll m$, so that $a\simeq k^2/2m$ is small compared with $\kappa=\sqrt{k^2+\lambda^2}$ for the important momenta $k\sim\lambda$. Keep only the positive-energy part. The light numerator between the $\gamma^0$ vertices is $2m(2m+\omega)$, whose size is proportional to $E_k+m$ at $\omega=a$ and to $E_k-m$ at $\omega=-b$. The negative-energy static value is therefore smaller than the positive-energy one by $(E_k-m)^2/(E_k+m)^2\simeq k^4/16m^4$. Normalize the photon factors to one at $\omega=0$ and neglect $a$ in the crossed box. Closing above encloses the double photon pole at $\omega=-\kappa$:

$$C=\int\!\frac{d\omega}{2\pi}\,\frac{i}{\omega^2}\,\frac{\kappa^4}{(\omega^2-\kappa^2)^2}
=i\cdot i\kappa^4\,\frac{d}{d\omega}\left[\frac{1}{\omega^2(\omega-\kappa)^2}\right]_{\omega=-\kappa}.$$

The derivative is $-2/[\omega^3(\omega-\kappa)^2]-2/[\omega^2(\omega-\kappa)^3]$. At $\omega=-\kappa$ it equals $1/(2\kappa^5)+1/(4\kappa^5)=3/(4\kappa^5)$, so $C=-3/(4\kappa)$. Relative to the static value $-1/a$ this is $3a/(4\kappa)=3k^2/(8m\kappa)$.

The static integrand is weighted by $dk/\kappa^4$, as part (g) shows. The crossed share of the loop is then

$$\frac{\dfrac{3}{8m}\displaystyle\int_0^\infty\frac{k^2\,dk}{\kappa^5}}{\displaystyle\int_0^\infty\frac{dk}{\kappa^4}}
=\frac{3}{8m}\,\frac{1}{3\lambda^2}\,\frac{4\lambda^3}{\pi}=\frac{\lambda}{2\pi m}.$$

For $\lambda=0.1m$ this leading estimate is $0.016$. The complete loop gives $0.0143$ at $M/m=10000$; a difference of relative order $\lambda/m$ is expected. The crossed box does not disappear as $M$ grows. Dropping it would leave an error of about $1.4\%$ in this gauge, however heavy the source.

## (g) Threshold scattering and finite mass

**Evaluate the static result for $\mathbf p=\mathbf q=0$ and compare it with the first-order amplitude. Then estimate the leading effect of finite $M$.**

**Solution.** At $\omega=0$ the light numerator is $m\gamma^0-\boldsymbol\gamma\cdot\mathbf k+m$. Between the two $\gamma^0$ vertices and spinors at rest, the $\boldsymbol\gamma$ term vanishes. The other two give $m(\bar u\gamma^0u+\bar uu)=4m^2$. The denominator is $m^2-\mathbf k^2-m^2=-\mathbf k^2$. Denote by $\mathcal M_1$ and $\mathcal M_2$ the first- and second-order amplitudes after division by $2M$. Since $(ie)^2\,i/(-\mathbf k^2)=ie^2/\mathbf k^2$,

$$\mathcal M_2=4m^2Z^2e^4\int\!\frac{d^3k}{(2\pi)^3}\frac{1}{k^2(k^2+\lambda^2)^2}
=\frac{4m^2Z^2e^4}{2\pi^2}\int_0^\infty\!\frac{dk}{(k^2+\lambda^2)^2}.$$

The substitution $k=\lambda\tan\theta$ gives $\lambda^{-3}\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/(4\lambda^3)$. Therefore

$$\mathcal M_2=\frac{m^2Z^2e^4}{2\pi\lambda^3}=\frac{8\pi m^2(Z\alpha)^2}{\lambda^3}.$$

One-photon exchange gives $i\mathcal M_1=ie\,(2m)\,Ze/\lambda^2$, so $\mathcal M_1=8\pi mZ\alpha/\lambda^2$ and

$$\frac{\mathcal M_2}{\mathcal M_1}=\frac{mZ\alpha}{\lambda}.$$

The scattering amplitude is $f=\mathcal M/4\pi$. This factor is fixed by the first Born formula $f_1=-(m/2\pi)\int V\,d^3r$ with $V=-Z\alpha\,e^{-\lambda r}/r$, which gives $f_1=2mZ\alpha/\lambda^2$.

For an electron with $Z=1$ and $\lambda=0.1m$,

$$f_1=\frac{2(0.00729735)}{0.01\,m}=\frac{1.4595}{m},\qquad \frac{f_2}{f_1}=\frac{0.00729735}{0.1}=0.07297,$$

so $f_2=0.1065/m$, or $41.1$ fm. The radial Dirac equation was solved numerically at couplings $Z\alpha=\pm0.001$. The part of $f$ even in the coupling, divided by the part odd in it, is $0.0100002$, against $0.01$ from the formula; the small excess comes from the third- and fourth-order terms. The third-order term has $f_3/f_1\approx115\,(Z\alpha)^2$ at this $\lambda$, about $0.6\%$ for $Z=1$. The ratio grows without bound as $\lambda\to0$: at threshold, a few terms of the Born series suffice only if $mZ\alpha\ll\lambda$. That restricts the expansion in the potential, not the heavy-mass limit at fixed $\lambda$.

For finite $M$, use the recoil shift from part (b). Here $\Delta=k^2$, so the heavy pole of the box moves to $-k^2/2M$. In the nonrelativistic, instantaneous approximation, closing on the light pole at $\omega=a$ replaces $-1/a$ by

$$-\frac{1}{a+k^2/2M}=-\left(\frac{k^2}{2m}+\frac{k^2}{2M}\right)^{-1}=-\frac1a\,\frac{1}{1+m/M}.$$

This is the reduced-mass factor. The complete relativistic loop, averaged over the spin orientations of both particles (which removes the spin-spin term present at finite $M$) and divided by its static limit, compares as follows.

| $M/m$ | Complete loop | $1/(1+m/M)$ |
|---|---|---|
| 10 | 0.90901 | 0.90909 |
| 206.768 | 0.99518 | 0.99519 |
| 1000 | 0.99900 | 0.99900 |

At these parameters nearly all of the deviation from the static limit is thus reduced-mass recoil. The small remainder lies beyond the approximation just made.

The middle row is the muon-electron mass ratio. For a positive muon as the heavy particle, the second-order to first-order ratio falls from $0.07297$ to $0.07262$. This uses the spin-averaged loop. For a definite total spin, the spin-spin term changes the loop factor from $0.99518$ to $0.99517$ (triplet) or $0.99523$ (singlet), a shift larger than the remainder in the table. The invariant amplitude $\mathcal M_1$ does not change, since $\bar U\gamma^0U/2M=1$ for a heavy particle at rest. The relation $f=\mathcal M/4\pi$ holds only for $M\to\infty$. At finite $M$ the first Born formula has the reduced mass $\mu=m/(1+m/M)$ in place of $m$, so $f_1=2\mu Z\alpha/\lambda^2$ and $f=\mathcal M/[4\pi(1+m/M)]$. This common factor cancels in the ratio. This calculation keeps the artificial photon mass and leaves out radiative corrections and the exchange of more than two photons. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
DELTA FUNCTION, test function exp(-(omega-0.5)^2)
width eps = 1e-05; value at omega=0: 0.778801
box alone     = 0.389397 -0.239459 i
crossed alone = 0.389397 +0.239459 i
sum           = 0.778794
INSTANTANEOUS EXCHANGE, share of static value
positive-energy states: box 1.0000, crossed 0.0000
negative-energy states: box 0.0000, crossed 1.0000
GENERIC MOMENTUM, units of m
p = [-0.3  0.4  0. ], q = [0.6 0.  0. ], k = [0.5 0.9 0.7]
M/m =     100: relative error of static limit 1.218e-02
M/m =    1000: relative error of static limit 1.224e-03
M/m =   10000: relative error of static limit 1.225e-04
heavy spin flip / static value at M/m = 10000: 3.31e-05
THRESHOLD LOOP / STATIC LIMIT, photon mass lam = 0.1 m
M/m =    10.000: box 0.894883, crossed +0.014123
    sum 0.909006, (M/m)(1-sum) = 0.9099
M/m =   100.000: box 0.975813, crossed +0.014276
    sum 0.990090, (M/m)(1-sum) = 0.9910
M/m =   206.768: box 0.980897, crossed +0.014285
    sum 0.995182, (M/m)(1-sum) = 0.9961
M/m =  1000.000: box 0.984708, crossed +0.014292
    sum 0.999000, (M/m)(1-sum) = 1.0000
M/m = 10000.000: box 0.985607, crossed +0.014293
    sum 0.999900, (M/m)(1-sum) = 1.0009
DIRAC EQUATION CHECK, g = 0.001
second/first order, solved: 0.0100002
second/first order, m g/lam: 0.0100000
STATIC LIMIT, Z = 1, lam = 0.1 m, light particle = electron
alpha = 0.00729735
second/first order ratio = 0.072974
f1 = 1.459471 /m
f2 = 0.106503 /m = 41.1270 fm
second/first order ratio, muon mass = 0.072622
```
